# Methfessel–Paxton smearing: vanishing moments, step function and generalized entropy: test program

```python
# Methfessel-Paxton smearing of order N.  x = (eps - mu)/sigma, H_m physicists' Hermite.
# Under test, with A_n = (-1)^n/(n! 4^n sqrt(pi)), D_N = sum_{n<=N} A_n H_2n exp(-x^2):
#  moments M_0 = 1, M_1..M_{2N+1} = 0, M_{2N+2} = (-1)^N (2N+2)!/((N+1)! 4^(N+1));
#  step    f_N = int_x^inf D_N   = erfc(x)/2 + sum_{n=1..N} A_n H_{2n-1} exp(-x^2);
#  entropy s_N = int_x^inf t D_N = (1/2) A_N H_2N exp(-x^2);
#  F = E - sigma S = E0 - gamma sigma^(2N+2), gamma = (-1)^N g^(2N)(E_F)/((N+1)! 4^(N+1)),
#  dF/dsigma = -S, dF/dlambda = sum f d(eps)/d(lambda); g = density of states.
# Example: chain eps = -2 t cos k - 2 t2 cos 2k, t = 1 eV, 2/3 electron per site.
from fractions import Fraction
from math import factorial, pi, sqrt, log2
import numpy as np
import sympy as sp
from scipy.special import eval_hermite, erfc
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

def A(n):
    return (-1)**n / (factorial(n) * 4**n * sqrt(pi))
def delta(N, x):
    return sum(A(n) * eval_hermite(2*n, x) for n in range(N + 1)) * np.exp(-x*x)
def step(N, x):
    return erfc(x)/2 + sum(A(n) * eval_hermite(2*n - 1, x) for n in range(1, N + 1)) * np.exp(-x*x)
def entropy(N, x):
    return 0.5 * A(N) * eval_hermite(2*N, x) * np.exp(-x*x)
def delta_hat(N, k):
    y = k*k/4
    return np.exp(-y) * sum(y**n / factorial(n) for n in range(N + 1))
def first_moment(N):
    return (-1)**N * factorial(2*N + 2) / (factorial(N + 1) * 4**(N + 1))
def deriv(fun, x0, h):
    return (fun(x0 - 2*h) - 8*fun(x0 - h) + 8*fun(x0 + h) - fun(x0 + 2*h)) / (12*h)

# Hermite polynomials by differentiating the Gaussian; recurrence, values at 0, norms
X = sp.Symbol('X', real=True)
H, gauss = [], sp.exp(-X**2)
for m in range(12):
    H.append(sp.expand((-1)**m * gauss * sp.exp(X**2)))
    gauss = sp.expand(sp.diff(gauss, X))
grid = np.linspace(-12, 12, 4801)
dx = grid[1] - grid[0]
for m in range(1, 11):
    assert sp.expand(X*H[m] - H[m+1]/2 - m*H[m-1]) == 0
    assert abs(float(H[m].subs(X, 0.7)) / eval_hermite(m, 0.7) - 1) < 1e-11
    norm = np.sum(eval_hermite(m, grid)**2 * np.exp(-grid**2)) * dx
    assert abs(norm / (2**m * factorial(m) * sqrt(pi)) - 1) < 1e-12
    projected = float(H[m].subs(X, 0)) / norm
    assert abs(projected - (A(m//2) if m % 2 == 0 else 0.0)) < 1e-13

# solve the moment conditions for an even polynomial, compare with the Hermite forms
for N in range(5):
    G = sp.Matrix(N+1, N+1, lambda i, j: sp.gamma(i + j + sp.Rational(1, 2)) / sp.sqrt(sp.pi))
    c = G.LUsolve(sp.Matrix([1] + [0]*N))
    P = sum(c[j] * X**(2*j) for j in range(N + 1))
    a = [sp.Rational((-1)**n, factorial(n) * 4**n) for n in range(N + 1)]
    assert sp.expand(P - sum(a[n]*H[2*n] for n in range(N + 1))) == 0
    assert sp.expand(X*P - a[N]*H[2*N + 1]/2) == 0

# quadrature of moments, transform, step and entropy
for N in range(5):
    D, s = delta(N, grid), entropy(N, grid)
    M = [np.sum(grid**k * D) * dx for k in range(2*N + 5)]
    assert abs(M[0] - 1) < 1e-12 and max(abs(v) for v in M[1:2*N + 2]) < 1e-10
    assert abs(M[2*N + 2] / first_moment(N) - 1) < 1e-11 and abs(M[2*N + 3]) < 1e-9
    for k in range(2*N + 3):
        assert abs(np.sum(grid**k * s) * dx - M[k + 2]/(k + 1)) < 1e-9
    assert np.count_nonzero(np.diff(np.sign(D))) == 2*N
    for k in (0.5, 2.0, 5.0, 9.0):
        assert abs(np.sum(np.cos(k*grid) * D) * dx - delta_hat(N, k)) < 1e-12
    for x in (-2.6, -1.1, -0.3, 0.0, 0.8, 1.9, 3.2):
        fq = quad(lambda t: delta(N, t), x, 12, epsabs=1e-12, limit=200)[0]
        sq = quad(lambda t: t*delta(N, t), x, 12, epsabs=1e-12, limit=200)[0]
        assert abs(fq - step(N, x)) < 1e-10 and abs(sq - entropy(N, x)) < 1e-10
        if x == 1.9:  # the reading exp(-x^2/2) must fail
            assert abs(sq - entropy(N, x)*np.exp(x*x/2)) > 1e-3
        omega = lambda y: step(N, y)*x - entropy(N, y)
        h = 1e-3  # finite-difference error is of order h^2
        assert abs(omega(x + h) - omega(x - h)) / (2*h) < 1e-5
        assert abs((omega(x + h) - 2*omega(x) + omega(x - h))/h**2 - delta(N, x)) < 1e-5
    if N <= 2:
        print(f"N={N}: A_N = {A(N):.6f}, M_{2*N+2} = {M[2*N+2]:.6f}, "
              f"D(0) = {delta(N, 0.0):.6f}, s(0) = {entropy(N, 0.0):.6f} (dimensionless)")

# growth of D_N(0), exact arithmetic
Nbig, h0, total = 100, 1, Fraction(1)
for n in range(1, Nbig + 1):
    h0 *= -2*(2*n - 1)
    total += Fraction((-1)**n * h0, factorial(n) * 4**n)
assert total == Fraction(factorial(2*Nbig + 1), factorial(Nbig)**2 * 4**Nbig)
D0 = float(total) / sqrt(pi)
assert abs(D0 / (2*sqrt(Nbig)/pi) - 1) < 0.005
print(f"D_100(0) = {D0:.4f}, 2 sqrt(100)/pi = {2*sqrt(Nbig)/pi:.4f} (dimensionless)")

# undershoot at first order
opt = {'xatol': 1e-10}
fmin = minimize_scalar(lambda x: step(1, x), bounds=(0.5, 3), method='bounded', options=opt)
smin = minimize_scalar(lambda x: entropy(1, x), bounds=(0.5, 3), method='bounded', options=opt)
assert abs(fmin.x - sqrt(1.5)) < 1e-6 and abs(smin.x - sqrt(1.5)) < 1e-6
assert fmin.fun < 0 and smin.fun < 0 and delta(1, 1.9) < 0
print(f"N=1: minimum at x = {fmin.x:.5f}, f = {fmin.fun:.5f}, s = {smin.fun:.5f} (dimensionless)")
print(f"N=1: maximum f(-x) = {step(1, -fmin.x):.5f}, curvature D(1.9) = {delta(1, 1.9):.5f}")

# equally spaced levels: explicit sum against damped sawtooth series
levels = np.arange(-25, 26)
for N in range(3):
    for width, mu in ((0.3, 0.3), (0.5, -0.15), (1.0, 0.25)):
        err = np.sum(step(N, (levels - mu)/width)) - (mu + 25.5)
        series = sum(np.sin(2*pi*m*mu)/(pi*m) * delta_hat(N, 2*pi*m*width) for m in range(1, 31))
        assert abs(err - series) < 1e-11
    print(f"ladder sigma=Delta, mu=Delta/4, N={N}: Dhat(2 pi) = {delta_hat(N, 2*pi):.4e}, "
          f"count error = {err:.4e} electrons")

# tight-binding chain
t, filling, sigma, NK = 1.0, 2/3, 0.2, 2400
kF = pi * filling / 2
EF, E0 = -2*t*np.cos(kF), -4*t/pi*np.sin(kF)
def chain(N, sig, t2=0.0, nk=NK):
    k = 2*pi*(np.arange(nk) + 0.5)/nk
    eps = -2*t*np.cos(k) - 2*t2*np.cos(2*k)
    mu = brentq(lambda m: 2*np.mean(step(N, (eps - m)/sig)) - filling,
                -1.5, -0.5, xtol=1e-15, rtol=1e-15)
    f = step(N, (eps - mu)/sig)
    E, S = 2*np.mean(f*eps), 2*np.mean(entropy(N, (eps - mu)/sig))
    return dict(mu=mu, E=E, S=S, F=E - sig*S, force=2*np.mean(-2*np.cos(2*k)*f))
def Phi(e):  # twice-integrated density of states
    theta = np.arccos(np.clip(-e/(2*t), -1, 1))
    return 2/pi*(e*theta + 2*t*np.sin(theta))
dos = 2/(sp.pi*sp.sqrt(4*t**2 - X**2))
print(f"chain: t = {t:.1f} eV, n = {filling:.5f} e/site, sigma = {sigma} eV, {NK} k-points")
print(f"k_F = {kF:.6f} rad, E_F = {EF:.6f} eV, E0 = {E0:.9f} eV/site")
for N in range(3):
    p = 2*N + 2
    gder = float((sp.diff(dos, X, 2*N) if N else dos).subs(X, EF))
    gamma = (-1)**N * gder / (factorial(N + 1) * 4**(N + 1))
    r = chain(N, sigma)
    assert abs(r['F'] - chain(N, sigma, nk=NK//2)['F']) < 1e-13
    edge = (-2*t - r['mu'])/sigma
    Om = -quad(lambda u: delta(N, u)*Phi(r['mu'] + sigma*u), -8, 8, points=[edge],
               epsabs=1e-12, limit=200)[0]
    assert abs(Om - (r['F'] - r['mu']*filling)) < 1e-10
    dFs = deriv(lambda z: chain(N, z)['F'], sigma, 2e-3)
    dFt = deriv(lambda z: chain(N, sigma, z)['F'], 0.0, 1e-3)
    dEt = deriv(lambda z: chain(N, sigma, z)['E'], 0.0, 1e-3)
    assert abs(dFs + r['S']) < 1e-9 and abs(dFt - r['force']) < 1e-9
    if N <= 1:
        assert abs(dEt - r['force']) > 1e-4
    ratios = []
    for sg in (0.08, 0.04):
        q = chain(N, sg)
        ratios.append(np.array([-(q['F'] - E0), sg*q['S']/p, (q['E'] - E0)/(p - 1)]) / (gamma*sg**p))
    limit = (4*ratios[1] - ratios[0])/3  # removes the relative sigma^2 term
    assert np.max(np.abs(limit - 1)) < 3e-3  # what is left is relative order sigma^4
    extrap = lambda q: ((p - 1)*q['F'] + q['E'])/p - E0
    if N <= 1:  # at N=2 the residual at small sigma sinks into round-off
        power = log2(extrap(chain(N, 0.1)) / extrap(chain(N, 0.05)))
        assert abs(power - (p + 2)) < 0.1
        print(f"N={N}: power of sigma in extrapolation residual = {power:.3f}")
    print(f"N={N}: g^({2*N})(E_F) = {gder:.6f} eV^-{2*N+1}, gamma = {gamma:.6e} eV^-{2*N+1}")
    print(f"  mu - E_F = {1e3*(r['mu'] - EF):.5e} meV, S = {r['S']:.6e}, -dF/dsigma = {-dFs:.6e}")
    print(f"  E - E0 = {1e3*(r['E'] - E0):.5e} meV, sigma S = {1e3*sigma*r['S']:.5e} meV")
    print(f"  F - E0 = {1e3*(r['F'] - E0):.5e} meV, leading law = {-1e3*gamma*sigma**p:.5e} meV")
    print(f"  extrapolated - E0 = {1e3*extrap(r):.5e} meV")
    print(f"  F/law at sigma=0.08, 0.04 eV, limit: {ratios[0][0]:.4f}, {ratios[1][0]:.4f}, {limit[0]:.4f}")
    print(f"  sum f deps/dt2 = {r['force']:.7f}, dF/dt2 = {dFt:.7f}, dE/dt2 = {dEt:.7f} (eV/eV)")
print("OK")
```

Output:

```
N=0: A_N = 0.564190, M_2 = 0.500000, D(0) = 0.564190, s(0) = 0.282095 (dimensionless)
N=1: A_N = -0.141047, M_4 = -0.750000, D(0) = 0.846284, s(0) = 0.141047 (dimensionless)
N=2: A_N = 0.017631, M_6 = 1.875000, D(0) = 1.057855, s(0) = 0.105786 (dimensionless)
D_100(0) = 6.3900, 2 sqrt(100)/pi = 6.3662 (dimensionless)
N=1: minimum at x = 1.22474, f = -0.03546, s = -0.06294 (dimensionless)
N=1: maximum f(-x) = 1.03546, curvature D(1.9) = -0.03220
ladder sigma=Delta, mu=Delta/4, N=0: Dhat(2 pi) = 5.1723e-05, count error = 1.6464e-05 electrons
ladder sigma=Delta, mu=Delta/4, N=1: Dhat(2 pi) = 5.6221e-04, count error = 1.7896e-04 electrons
ladder sigma=Delta, mu=Delta/4, N=2: Dhat(2 pi) = 3.0814e-03, count error = 9.8083e-04 electrons
chain: t = 1.0 eV, n = 0.66667 e/site, sigma = 0.2 eV, 2400 k-points
k_F = 1.047198 rad, E_F = -1.000000 eV, E0 = -1.102657791 eV/site
N=0: power of sigma in extrapolation residual = 4.014
N=0: g^(0)(E_F) = 0.367553 eV^-1, gamma = 9.188815e-02 eV^-1
  mu - E_F = 3.39408e+00 meV, S = 3.696807e-02, -dF/dsigma = 3.696807e-02
  E - E0 = 3.70760e+00 meV, sigma S = 7.39361e+00 meV
  F - E0 = -3.68602e+00 meV, leading law = -3.67553e+00 meV
  extrapolated - E0 = 1.07908e-02 meV
  F/law at sigma=0.08, 0.04 eV, limit: 1.0004, 1.0001, 1.0000
  sum f deps/dt2 = -0.5439003, dF/dt2 = -0.5439003, dE/dt2 = -0.5589215 (eV/eV)
N=1: power of sigma in extrapolation residual = 6.053
N=1: g^(2)(E_F) = 0.245035 eV^-3, gamma = -7.657346e-03 eV^-3
  mu - E_F = -8.75806e-02 meV, S = -2.688764e-04, -dF/dsigma = -2.688764e-04
  E - E0 = -4.07583e-02 meV, sigma S = -5.37753e-02 meV
  F - E0 = 1.30170e-02 meV, leading law = 1.22518e-02 meV
  extrapolated - E0 = -4.26813e-04 meV
  F/law at sigma=0.08, 0.04 eV, limit: 1.0091, 1.0023, 1.0000
  sum f deps/dt2 = -0.5514516, dF/dt2 = -0.5514516, dE/dt2 = -0.5509318 (eV/eV)
N=2: g^(4)(E_F) = 2.069185 eV^-5, gamma = 5.388503e-03 eV^-5
  mu - E_F = 5.73821e-03 meV, S = 1.377828e-05, -dF/dsigma = 1.377828e-05
  E - E0 = 2.33044e-03 meV, sigma S = 2.75566e-03 meV
  F - E0 = -4.25213e-04 meV, leading law = -3.44864e-04 meV
  extrapolated - E0 = 3.40632e-05 meV
  F/law at sigma=0.08, 0.04 eV, limit: 1.0306, 1.0075, 0.9997
  sum f deps/dt2 = -0.5513217, dF/dt2 = -0.5513217, dE/dt2 = -0.5513701 (eV/eV)
OK
```
